**Anisotropic wafer bow from parallel film lines**

For lines covering a fraction $f$ of a wafer, $r$ is the mean transverse line stress divided by the blanket stress, and the longitudinal stress loss is the film's Poisson ratio times the transverse loss $1-r$. The program solves a periodic line-and-wafer cell by finite elements, with mean strains and both curvatures free, and compares its thick-wafer limit with the derived curvature formulas for two widths and three pairs of Poisson ratios. It asserts the stress and energy identities, the bounds $0<r<1$ for seven widths, the narrow-line scaling, mesh convergence and agreement of the blanket cell with two-layer plate theory. It also asserts that blocking the line's transverse motion removes the anisotropy. For line width equal to film thickness, the output gives $r=0.058$ and edge deflections of 99 µm along and −13 µm across the lines, against 105 µm from coverage alone. The transverse deflection changes sign near a width of three film thicknesses.

## Check in Python

```python
"""
Result under test: why parallel film lines bend a wafer anisotropically.
Lines run along x; y is across them; z points up from the film/wafer interface.
r = (mean transverse line stress)/(blanket stress), f = covered fraction,
nf, ns = Poisson ratios of film and wafer, k0 = blanket Stoney curvature.
  mean longitudinal stress / blanket stress = 1 - nf*(1-r)
  kx/(f*k0) = 1 - (nf-ns)*(1-r)/(1-ns)
  ky/(f*k0) = 1 - (1-nf*ns)*(1-r)/(1-ns)
The independent road is a finite-element cell of line plus wafer, in which the
mean strains and both curvatures are free unknowns found by energy minimization.
Cell lengths are in units of film thickness; moduli and stresses are in GPa.
Positive curvature means concave on the film side.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

E_FILM, E_WAFER = 250.0, 160.0
NU_FILM, NU_WAFER = 0.25, 0.20
BLANKET_STRESS = 1.0


def graded(length, finest, pieces):
    """Distances from a corner, doubling outward, each interval subdivided."""
    levels = max(1, int(np.ceil(np.log2(length / finest))))
    coarse = np.r_[0.0, length * 2.0 ** np.arange(-levels, 1)]
    steps = np.arange(pieces * (len(coarse) - 1) + 1) / pieces
    return np.interp(steps, np.arange(len(coarse)), coarse)


def elasticity(young, poisson):
    """Stiffness for strain components xx, yy, zz and engineering shear yz."""
    lam = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    shear = young / (2 * (1 + poisson))
    matrix = np.zeros((4, 4))
    matrix[:3, :3] = lam + 2 * shear * np.eye(3)
    matrix[3, 3] = shear
    return matrix


def cell(width, cover=0.5, wafer=200.0, nf=NU_FILM, ns=NU_WAFER,
         pieces=2, finest=0.01, blocked=False, normal_misfit=1.0):
    """Solve half a period; return held-wafer stresses and free curvatures."""
    half = width / 2
    gap = half / cover - half
    small = finest * min(width, 1.0)
    y_edges = half - graded(half, small, pieces)[::-1]
    if gap > 1e-12:
        y_edges = np.r_[y_edges, half + graded(gap, small, pieces)[1:]]
    z_edges = np.r_[-graded(wafer, small, pieces)[::-1],
                    graded(1.0, small, pieces)[1:]]
    ny, nz = len(y_edges) - 1, len(z_edges) - 1
    col, row = [a.ravel() for a in
                np.meshgrid(np.arange(ny), np.arange(nz), indexing="ij")]
    y_mid = (y_edges[:-1] + y_edges[1:]) / 2
    z_mid = (z_edges[:-1] + z_edges[1:]) / 2
    keep = (z_mid[row] < 0) | (y_mid[col] < half)
    col, row = col[keep], row[keep]
    film = z_mid[row] > 0
    dy, dz = np.diff(y_edges)[col], np.diff(z_edges)[row]
    count = len(col)

    # Nine-node elements and three-by-three Gauss quadrature
    t, gw = np.polynomial.legendre.leggauss(3)
    shape = np.stack([t * (t - 1) / 2, 1 - t**2, t * (t + 1) / 2], axis=1)
    slope = np.stack([t - 0.5, -2 * t, t + 0.5], axis=1)
    d_y = 2 * np.einsum("ga,hb->ghab", slope, shape).reshape(9, 9)
    d_z = 2 * np.einsum("ga,hb->ghab", shape, slope).reshape(9, 9)
    d_y = d_y[None] / dy[:, None, None]
    d_z = d_z[None] / dz[:, None, None]
    strain_of = np.zeros((count, 9, 4, 18))
    strain_of[:, :, 1, 0::2] = d_y
    strain_of[:, :, 2, 1::2] = d_z
    strain_of[:, :, 3, 0::2] = d_z
    strain_of[:, :, 3, 1::2] = d_y
    z = z_mid[row][:, None] + dz[:, None] / 2 * np.tile(t, 3)[None]
    weight = np.outer(gw, gw).ravel()[None] * (dy * dz / 4)[:, None]

    # Loads: two mean strains, two scaled curvatures, and the film mismatch
    misfit = BLANKET_STRESS * (1 - nf) / E_FILM
    load = np.zeros((count, 9, 4, 5))
    load[:, :, 0, 0] = load[:, :, 1, 1] = 1.0
    load[:, :, 0, 2] = load[:, :, 1, 3] = (z + wafer / 2) / wafer
    load[film, :, 0, 4] = load[film, :, 1, 4] = misfit
    load[film, :, 2, 4] = misfit * normal_misfit
    stiff = np.where(film[:, None, None], elasticity(E_FILM, nf),
                     elasticity(E_WAFER, ns))
    weighted_stiff = weight[:, :, None, None] * stiff[:, None]
    flat = (weighted_stiff @ strain_of).reshape(count, 36, 18)
    element_k = strain_of.reshape(count, 36, 18).transpose(0, 2, 1) @ flat
    element_f = flat.transpose(0, 2, 1) @ load.reshape(count, 36, 5)

    # Global numbering, symmetry conditions and one vertical pin
    rows = 2 * nz + 1
    a, b = np.repeat(np.arange(3), 3), np.tile(np.arange(3), 3)
    nodes = (2 * col[:, None] + a) * rows + 2 * row[:, None] + b
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(count, 18)
    total = 2 * (2 * ny + 1) * rows
    y_nodes = np.interp(np.arange(2 * ny + 1) / 2, np.arange(ny + 1), y_edges)
    z_nodes = np.interp(np.arange(rows) / 2, np.arange(nz + 1), z_edges)
    yy, zz = [g.ravel() for g in np.meshgrid(y_nodes, z_nodes, indexing="ij")]
    free = np.zeros(total, dtype=bool)
    free[dofs.ravel()] = True
    held = (yy < 1e-12) | (yy > y_edges[-1] - 1e-12)
    if blocked:
        held |= (zz > -1e-12) & (yy < half + 1e-12)
    free[2 * np.flatnonzero(held)] = False
    free[2 * int(np.argmin(np.abs(z_nodes))) + 1] = False
    i = np.repeat(dofs, 18, axis=1).ravel()
    j = np.tile(dofs, (1, 18)).ravel()
    matrix = coo_matrix((element_k.ravel(), (i, j)), shape=(total, total))
    matrix = matrix.tocsr()[free][:, free].tocsc()
    force = np.zeros((total, 5))
    np.add.at(force, dofs.ravel(), element_f.reshape(-1, 5))
    factor = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    motion = np.zeros((total, 5))
    motion[free] = -factor.solve(force[free])

    # Energy matrix after relaxation, then release of the mean deformation
    strain = load + strain_of @ motion[dofs][:, None]
    response = weighted_stiff @ strain
    energy = np.einsum("egia,egib->ab", strain, response)
    mean_motion = -np.linalg.solve(energy[:4, :4], energy[:4, 4])
    stress = response[:, :, :, 4]
    profile = np.bincount(col[film], stress[film, :, 1].sum(axis=1))
    film_columns = np.diff(y_edges)[:len(profile)]
    stoney = 6 * BLANKET_STRESS * (1 - ns) / (E_WAFER * wafer**2)
    return dict(
        mean=stress[film].sum(axis=(0, 1)) / half / BLANKET_STRESS,
        wafer_force=stress[~film].sum(axis=(0, 1))[:2] / half,
        wafer_moment=np.array([(stress[~film, :, c] * z[~film]).sum()
                               for c in (0, 1)]) / half,
        energy=energy[4, 4] / 2 / half, misfit=misfit,
        profile=profile / film_columns,
        curvature=-mean_motion[2:] / wafer,
        ratio=-mean_motion[2:] / wafer / (cover * stoney))


def predicted(r, nf=NU_FILM, ns=NU_WAFER):
    """Curvatures along and across the lines, divided by f*k0."""
    return np.array([1 - (nf - ns) * (1 - r) / (1 - ns),
                     1 - (1 - nf * ns) * (1 - r) / (1 - ns)])


def thick_limit(width, **options):
    """Remove the first-order film/wafer thickness correction."""
    thin = cell(width, wafer=200.0, **options)
    thick = cell(width, wafer=400.0, **options)
    return 2 * thick["ratio"] - thin["ratio"], thick["mean"][1], thin["ratio"]


# The blanket cell must reproduce the complete two-layer plate solution
blanket = cell(2.0, cover=1.0)
layers = [(-200.0, 0.0, E_WAFER / (1 - NU_WAFER), 0.0),
          (0.0, 1.0, E_FILM / (1 - NU_FILM), blanket["misfit"])]
plate, drive = np.zeros((2, 2)), np.zeros(2)
for low, high, modulus, misfit_strain in layers:
    moments = [modulus * (high**n - low**n) / n for n in (1, 2, 3)]
    plate += np.array([[moments[0], moments[1]], [moments[1], moments[2]]])
    drive += misfit_strain * np.array(moments[:2])
two_layer = np.linalg.solve(plate, drive)[1]
assert np.allclose(blanket["curvature"], two_layer, rtol=1e-4)

# Held-wafer identities and energy bounds over a wide range of line widths
widths = [0.25, 0.5, 1.0, 2.0, 4.0, 8.0, 16.0]
lines = {width: cell(width) for width in widths}
for result in lines.values():
    along, retained, normal, _ = result["mean"]
    assert abs(normal) < 1e-5
    assert abs(along - (1 - NU_FILM * (1 - retained))) < 1e-5
    assert np.max(np.abs(result["wafer_force"])) < 1e-4
    assert np.max(np.abs(result["wafer_moment"])) < 1e-3
    stored = result["misfit"] * BLANKET_STRESS / 2 * (
        1 - NU_FILM + (1 + NU_FILM) * retained)
    assert abs(result["energy"] / stored - 1) < 1e-5
    assert 0 < retained < 1
retained_all = np.array([lines[width]["mean"][1] for width in widths])
assert np.all(np.diff(retained_all) > 0)
narrow_slopes = retained_all[:2] / np.array(widths[:2])
assert abs(narrow_slopes[1] / narrow_slopes[0] - 1) < 0.01

# Mesh refinement and irrelevance of mismatch normal to the film
refined = cell(1.0, pieces=3, finest=0.002)["mean"][1]
mesh_change = abs(refined - lines[1.0]["mean"][1])
assert mesh_change < 2e-3
in_plane_only = cell(1.0, normal_misfit=0.0)["mean"][1]
assert abs(in_plane_only - lines[1.0]["mean"][1]) < 1e-6

# Free-wafer curvature against the derived law, including other Poisson ratios
checks = []
for width, nf, ns in [(1.0, NU_FILM, NU_WAFER), (0.25, NU_FILM, NU_WAFER),
                      (1.0, 0.25, 0.25), (1.0, 0.15, 0.30)]:
    limit, retained, finite = thick_limit(width, nf=nf, ns=ns)
    law = predicted(retained, nf, ns)
    assert np.max(np.abs(limit - law)) < 3e-3
    checks.append((width, nf, ns, limit, law, finite))
assert checks[1][3][1] < 0
assert abs(checks[2][3][0] - 1) < 3e-3
assert checks[3][3][0] > 1.05

# Blocking transverse motion must remove the anisotropy of the same pattern
blocked = cell(1.0, blocked=True)["ratio"]
assert abs(blocked[0] - blocked[1]) < 1e-4
assert abs(lines[1.0]["ratio"][0] - lines[1.0]["ratio"][1]) > 0.3

# The transverse force must vanish toward the free sidewall
profile = lines[4.0]["profile"] / BLANKET_STRESS
assert profile[-1] < 0.15 * profile[0]

# Width at which the curvature across the lines changes sign
r_flip = NU_WAFER * (1 - NU_FILM) / (1 - NU_FILM * NU_WAFER)
flip_width = brentq(lambda s: cell(s)["mean"][1] - r_flip, 0.25, 4.0, xtol=1e-3)
assert predicted(lines[0.25]["mean"][1])[1] < 0 < predicted(
    lines[4.0]["mean"][1])[1]

# Worked wafer in SI units
film_m = 0.4 * constants.micro
wafer_m = 800 * constants.micro
radius_m = 150 * constants.milli
cover = 0.5
sigma_pa = BLANKET_STRESS * constants.giga
k0 = 6 * sigma_pa * film_m * (1 - NU_WAFER) / (
    E_WAFER * constants.giga * wafer_m**2)
bow0 = k0 * radius_m**2 / 2 / constants.micro

print(f"film: E = {E_FILM:.0f} GPa, Poisson ratio = {NU_FILM:.2f}")
print(f"wafer: E = {E_WAFER:.0f} GPa, Poisson ratio = {NU_WAFER:.2f}")
print(f"blanket stress = {BLANKET_STRESS:.2f} GPa")
print(f"mismatch strain = {blanket['misfit']:.5f}")
print(f"film thickness = {film_m / constants.micro:.2f} um")
print(f"wafer thickness = {wafer_m / constants.micro:.0f} um")
print(f"wafer radius = {radius_m / constants.milli:.0f} mm")
print(f"covered fraction = {cover:.2f}")
print(f"blanket Stoney curvature = {k0:.5f} 1/m")
print(f"blanket edge deflection = {bow0:.1f} um")
print(f"coverage-only edge deflection = {cover * bow0:.1f} um")
print("w/h | r | long. stress ratio | bow along, across (um)")
for width in widths:
    mean = lines[width]["mean"]
    bow = cover * bow0 * predicted(mean[1])
    print(f"{width:5.2f} | {mean[1]:.3f} | {mean[0]:.3f} | "
          f"{bow[0]:.1f}, {bow[1]:.1f}")
main = lines[1.0]["mean"]
main_k = cover * k0 * predicted(main[1])
print(f"w=h: transverse stress = {main[1] * BLANKET_STRESS:.3f} GPa")
print(f"w=h: longitudinal stress = {main[0] * BLANKET_STRESS:.3f} GPa")
print(f"w=h: line force/length along = "
      f"{cover * film_m * main[0] * sigma_pa:.1f} N/m")
print(f"w=h: line force/length across = "
      f"{cover * film_m * main[1] * sigma_pa:.1f} N/m")
print(f"w=h: curvature along = {main_k[0]:.5f} 1/m")
print(f"w=h: curvature across = {main_k[1]:.5f} 1/m")
print(f"r at sign change across lines = {r_flip:.4f}")
print(f"w/h at sign change = {flip_width:.2f}")
print(f"line width at sign change = "
      f"{flip_width * film_m / constants.micro:.2f} um")
print(f"narrow-line r*h/w at w/h=0.25, 0.5 = "
      f"{narrow_slopes[0]:.4f}, {narrow_slopes[1]:.4f}")
for fraction in (0.25, 0.75):
    value = cell(1.0, cover=fraction)["mean"][1]
    print(f"w=h: r at covered fraction {fraction:.2f} = {value:.3f}")
print(f"w=4h: height-mean transverse stress ratio, centre = {profile[0]:.3f}")
print(f"w=4h: same ratio in outermost mesh column = {profile[-1]:.3f}")
print(f"w=h: change of r on mesh refinement = {mesh_change:.1e}")
print("free cell / coverage-only curvature: along, across")
for width, nf, ns, limit, law, finite in checks:
    print(f"w/h={width:.2f}, nf={nf:.2f}, ns={ns:.2f}: cell "
          f"{limit[0]:.4f}, {limit[1]:.4f}; law {law[0]:.4f}, {law[1]:.4f}")
print(f"w=h, wafer 200h, no extrapolation: "
      f"{checks[0][5][0]:.4f}, {checks[0][5][1]:.4f}")
print(f"w=h, wafer 200h, transverse motion blocked: "
      f"{blocked[0]:.4f}, {blocked[1]:.4f}")
print("finished without a failed check")
```

Printed output:

```
film: E = 250 GPa, Poisson ratio = 0.25
wafer: E = 160 GPa, Poisson ratio = 0.20
blanket stress = 1.00 GPa
mismatch strain = 0.00300
film thickness = 0.40 um
wafer thickness = 800 um
wafer radius = 150 mm
covered fraction = 0.50
blanket Stoney curvature = 0.01875 1/m
blanket edge deflection = 210.9 um
coverage-only edge deflection = 105.5 um
w/h | r | long. stress ratio | bow along, across (um)
 0.25 | 0.014 | 0.754 | 99.0, -18.0
 0.50 | 0.029 | 0.757 | 99.1, -16.2
 1.00 | 0.058 | 0.764 | 99.3, -12.6
 2.00 | 0.109 | 0.777 | 99.6, -6.1
 4.00 | 0.208 | 0.802 | 100.3, 6.3
 8.00 | 0.388 | 0.847 | 101.4, 28.8
16.00 | 0.586 | 0.896 | 102.7, 53.6
w=h: transverse stress = 0.058 GPa
w=h: longitudinal stress = 0.764 GPa
w=h: line force/length along = 152.9 N/m
w=h: line force/length across = 11.5 N/m
w=h: curvature along = 0.00882 1/m
w=h: curvature across = -0.00112 1/m
r at sign change across lines = 0.1579
w/h at sign change = 3.01
line width at sign change = 1.20 um
narrow-line r*h/w at w/h=0.25, 0.5 = 0.0576, 0.0576
w=h: r at covered fraction 0.25 = 0.055
w=h: r at covered fraction 0.75 = 0.062
w=4h: height-mean transverse stress ratio, centre = 0.267
w=4h: same ratio in outermost mesh column = 0.009
w=h: change of r on mesh refinement = 4.9e-05
free cell / coverage-only curvature: along, across
w/h=1.00, nf=0.25, ns=0.20: cell 0.9411, -0.1191; law 0.9411, -0.1191
w/h=0.25, nf=0.25, ns=0.20: cell 0.9384, -0.1704; law 0.9384, -0.1704
w/h=1.00, nf=0.25, ns=0.25: cell 1.0000, -0.1768; law 1.0000, -0.1768
w/h=1.00, nf=0.15, ns=0.30: cell 1.2011, -0.2803; law 1.2011, -0.2803
w=h, wafer 200h, no extrapolation: 0.9311, -0.1172
w=h, wafer 200h, transverse motion blocked: 0.9884, 0.9884
finished without a failed check
```
